\section*{The Levitov–Lesovik formula for one channel: derivation and finite-time corrections, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Counting statistics of one channel: the Levitov--Lesovik formula}

For noninteracting electrons the mean current through a junction follows from a transmission function $T(E)$ by one integral. If the current noise is wanted as well, or the whole distribution of the transmitted charge, there is a choice to make. One can compute current--current correlation functions, which are two-particle quantities, or propagate the system in time; or one can try to obtain everything from the $T(E)$ already in hand. For a number-conserving quadratic Hamiltonian with one channel per lead, leads that start uncoupled in thermal states and have bounded level-width functions, and a central Green's function that is bounded at all real energies (no bound states and no divergence at a band edge), the last course is shown below to be exact for the long-time growth rate of every cumulant of the transmitted charge. The shorter rule $S=2eI(1-T)$ asks, besides the long counting time, for zero temperature and a transmission that is constant across the bias window. Each of these conditions enters the derivation at a definite step.

We set $\hbar=e=k_B=1$ and treat spinless fermions. The temperature is $\theta$, the chemical potentials are $\mu_L$ and $\mu_R$, and $V=\mu_L-\mu_R\ge 0$.

\subsection{Model and measured quantity}

The Hamiltonian is $H=\sum_{ij}h_{ij}c_i^\dagger c_j$. The one-body space consists of a finite central region with Hamiltonian $h_c$ and two leads $\alpha=L,R$ with eigenstates $k$ of energy $\epsilon_{\alpha k}$. Each lead is coupled to a single central site, $\ell$ for the left lead and $r$ for the right one, which is what one channel per lead means here:
\begin{equation}
H_T=\sum_k\left(v_{Lk}\,c_{Lk}^\dagger d_\ell+v_{Rk}\,c_{Rk}^\dagger d_r+\text{h.c.}\right).
\label{eq:HT}
\end{equation}
The leads are first taken finite, so that all matrices are finite; their length goes to infinity at fixed time, and only then does the time become large. The leads have bands of finite width. At time zero the three parts are uncorrelated,
\begin{equation}
\rho_0=\frac{e^{-c^\dagger K c}}{\operatorname{Tr}e^{-c^\dagger K c}},\qquad K=K_L\oplus K_c\oplus K_R,\qquad K_\alpha=\frac{h_\alpha-\mu_\alpha}{\theta},
\label{eq:rho0}
\end{equation}
with $K_c$ any Hermitian matrix. Since $K$ has no element between the right lead and the rest, $\rho_0$ commutes with the number operator $N_R=c^\dagger Pc$, where $P$ is the one-body projector on the right lead.

The number $N_R$ is measured projectively at time $0$, the system evolves with $U=e^{-iHt}$, and $N_R$ is measured again. With $\Pi_m$ the projector on $N_R=m$, the probability that the right lead has gained $n$ electrons is
\begin{equation}
P(n)=\sum_m\operatorname{Tr}\left[\Pi_{m+n}\,U\,\Pi_m\rho_0\Pi_m\,U^\dagger\right].
\label{eq:Pn}
\end{equation}
The generating function and the cumulants $C_k$ are defined by
\begin{equation}
\chi(\lambda,t)=\sum_nP(n)e^{i\lambda n},\qquad \ln\chi=\sum_{k\ge1}C_k\frac{(i\lambda)^k}{k!}.
\label{eq:chidef}
\end{equation}
Write $e^{i\lambda n}=e^{i\lambda(m+n)}e^{-i\lambda m}$ in \eqref{eq:chidef}. The sum over the final number gives $\sum_{m'}e^{i\lambda m'}\Pi_{m'}=e^{i\lambda N_R}$. Because $[\rho_0,N_R]=0$ we have $\Pi_m\rho_0\Pi_m=\Pi_m\rho_0$, and the sum over $m$ gives $e^{-i\lambda N_R}\rho_0$. Cyclic invariance of the trace then yields
\begin{equation}
\chi=\operatorname{Tr}\left[\rho_0\,U^\dagger e^{i\lambda N_R}\,U\,e^{-i\lambda N_R}\right].
\label{eq:chiop}
\end{equation}

\subsection{The counting field on the contour}

Define $H_\gamma=e^{i\gamma N_R}He^{-i\gamma N_R}$ and $U_\gamma=e^{-iH_\gamma t}=e^{i\gamma N_R}Ue^{-i\gamma N_R}$. From $[N_R,c_{Rk}^\dagger]=c_{Rk}^\dagger$ it follows that $e^{i\gamma N_R}c_{Rk}^\dagger e^{-i\gamma N_R}=e^{i\gamma}c_{Rk}^\dagger$, since both sides obey the same first-order equation in $\gamma$ and agree at $\gamma=0$. Terms of $H$ that conserve $N_R$ are unchanged, and the coupling to the right lead becomes
\begin{equation}
v_{Rk}\,e^{i\gamma}c_{Rk}^\dagger d_r+v_{Rk}^*\,e^{-i\gamma}d_r^\dagger c_{Rk}.
\label{eq:dressed}
\end{equation}
Taking the adjoint of $U_{-\lambda/2}=e^{-i\lambda N_R/2}Ue^{i\lambda N_R/2}$ and multiplying,
\begin{equation}
U_{-\lambda/2}^\dagger U_{+\lambda/2}=e^{-i\lambda N_R/2}\,U^\dagger e^{i\lambda N_R}U\,e^{-i\lambda N_R/2}.
\label{eq:UU}
\end{equation}
Under the trace with $\rho_0$ the leftmost factor commutes through $\rho_0$ and joins the rightmost one, which reproduces \eqref{eq:chiop}:
\begin{equation}
\chi=\operatorname{Tr}\left[\rho_0\,U_{-\lambda/2}^\dagger\,U_{+\lambda/2}\right].
\label{eq:contour}
\end{equation}
This is an evolution along the closed time contour, forward from $0$ to $t$ with $\gamma=+\lambda/2$ and back to $0$ with $\gamma=-\lambda/2$. A phase equal on both branches could be removed by a gauge transformation and would give $\chi=1$. The counting field survives because it has opposite signs on the two branches.

The commutation of $\rho_0$ with $N_R$ has now been used twice. To see what is lost without it, take the thermal state $\rho$ of the coupled Hamiltonian. By \eqref{eq:UU}, the $\lambda$-derivative of the right side of \eqref{eq:contour} at $\lambda=0$ is $i\operatorname{Tr}\rho\,(U^\dagger N_RU-N_R)$, which vanishes because $\rho$ is stationary. The measured mean \eqref{eq:Pn} is instead taken in the state $\sum_m\Pi_m\rho\Pi_m$, which has lost the coherence across the coupling bond, is not stationary, and in general transfers charge. Equation \eqref{eq:contour} then no longer describes the two measurements.

\subsection{A one-body determinant at finite time}

For a one-body matrix $a$, let $\mathcal O(a)$ be the operator on Fock space that replaces each orbital $\varphi$ of a Slater determinant by $a\varphi$. Three properties are needed. First, $\mathcal O(a)\mathcal O(b)=\mathcal O(ab)$ by construction. Second, $e^{c^\dagger Ac}=\mathcal O(e^A)$, because $[c^\dagger Ac,c^\dagger_\varphi]=c^\dagger_{A\varphi}$ gives $e^{c^\dagger Ac}c_\varphi^\dagger e^{-c^\dagger Ac}=c^\dagger_{e^A\varphi}$ and the vacuum is left unchanged. Third, the diagonal element of $\mathcal O(a)$ in the basis state that occupies a set $S$ of sites is an overlap of two Slater determinants and equals the principal minor $\det a_{SS}$; the sum of all principal minors is the expansion of $\det(1+a)$, obtained by choosing in each column either the column of $1$ or that of $a$. Hence
\begin{equation}
\operatorname{Tr}\prod_ie^{c^\dagger A_ic}=\det\Big(1+\prod_ie^{A_i}\Big).
\label{eq:trace}
\end{equation}
This is the step at which the quadratic form of $H$ and the Gaussian form of $\rho_0$ are indispensable. For interacting electrons nothing below follows; a mean-field $h$ gives the statistics of the mean-field model only.

Let $u=e^{-iht}$, $\kappa=e^{-K}$ and $A=u^\dagger Pu$. Applying \eqref{eq:trace} to the numerator and the normalization of \eqref{eq:chiop} gives $\chi=\det(1+\kappa\,e^{i\lambda A}e^{-i\lambda P})/\det(1+\kappa)$. The initial one-body density matrix, $\hat n_{ij}=\langle c_j^\dagger c_i\rangle$, is $\hat n=\kappa(1+\kappa)^{-1}$, and $1-\hat n=(1+\kappa)^{-1}$, so
\begin{equation}
\chi=\det\left[1-\hat n+\hat n\,e^{i\lambda A}e^{-i\lambda P}\right].
\label{eq:det}
\end{equation}
This form is continuous in $\hat n$ and therefore holds also at $\theta=0$ and for an empty or full central region.

For the first two cumulants put $x=i\lambda$, $Q=A-P$ and $Y=e^{xA}e^{-xP}-1=xQ+\tfrac12x^2(A^2-2AP+P^2)+O(x^3)$. Then $\ln\det(1+\hat nY)=\operatorname{tr}\hat nY-\tfrac12\operatorname{tr}(\hat nY)^2+\dots$. Cyclicity and $[\hat n,P]=0$ give $\operatorname{tr}\hat nAP=\operatorname{tr}P\hat nA=\operatorname{tr}\hat nPA$, so that $\operatorname{tr}\hat n(A^2-2AP+P^2)=\operatorname{tr}\hat nQ^2$, and
\begin{equation}
C_1=\operatorname{tr}\hat nQ,\qquad C_2=\operatorname{tr}\left[\hat nQ(1-\hat n)Q\right].
\label{eq:C12}
\end{equation}

The determinant also fixes where $\chi$ can vanish. Let $z=e^{i\lambda}$. For projectors, $e^{i\lambda A}=1+(z-1)A$ and $e^{i\lambda P}=1+(z-1)P$. Factor $e^{-i\lambda P}$ out of \eqref{eq:det} to the right; its determinant is $z^{-\operatorname{tr}P}$, and what remains is $(1-\hat n)e^{i\lambda P}+\hat ne^{i\lambda A}=1+(z-1)X$ with $X=(1-\hat n)P+\hat nA$. The similarity transform $\hat n^{-1/2}X\hat n^{1/2}=(1-\hat n)P+\hat n^{1/2}A\hat n^{1/2}$ is Hermitian, nonnegative, and bounded above by $(1-\hat n)+\hat n=1$. The eigenvalues $p_j$ of $X$ therefore lie in $[0,1]$, by continuity also when $\hat n$ is not invertible, and
\begin{equation}
\chi=z^{-\operatorname{tr}P}\prod_j\left(1-p_j+p_jz\right),\qquad C_1=\sum_jp_j-\operatorname{tr}P,\qquad C_2=\sum_jp_j(1-p_j).
\label{eq:product}
\end{equation}
At any time the count is a shifted sum of independent yes-or-no events with probabilities $p_j$. All zeros of $\chi$ lie at $z=1-1/p_j\le0$, on the negative real axis. What remains is to find the distribution of the $p_j$ at long times, and this is where Green's functions are the efficient tool.

\subsection{Eliminating the leads}

Applied to \eqref{eq:contour}, the trace formula gives $\chi=\det(1+\kappa\,u_-^\dagger u_+)/\det(1+\kappa)$ with $u_\pm=e^{-ih_{\pm\lambda/2}t}$ and $h_\gamma=e^{i\gamma P}he^{-i\gamma P}$. Cut each branch into $M$ steps of length $\Delta=t/M$. The nodes are $j=0,\dots,2M$, and step $j$ leads from node $j$ to node $j+1$, with $\sigma_j=+1$ for $j<M$, $\sigma_j=-1$ for $j\ge M$, and $\gamma_j=\sigma_j\lambda/2$. With $s_j=1-i\sigma_j\Delta\,h_{\gamma_j}$ the ordered product $s_{2M-1}\cdots s_0$ tends to $u_-^\dagger u_+$ as $M\to\infty$. Define the block matrix
\begin{equation}
\mathcal A_{jj}=1,\qquad\mathcal A_{j+1,j}=-s_j,\qquad\mathcal A_{0,2M}=\kappa,
\label{eq:Amat}
\end{equation}
with all other blocks zero. We use the Schur identity: for a matrix with diagonal blocks $a,d$ and off-diagonal blocks $b,c$, the determinant is $\det d\,\det(a-bd^{-1}c)$. Take $a$ to be node $0$. Then $d$ is lower triangular with unit diagonal and has determinant one, the block of $d^{-1}$ from node $1$ to node $2M$ is $s_{2M-1}\cdots s_1$, $c$ is $-s_0$ at node $1$, and $b$ is $\kappa$ at node $2M$. Thus $\det\mathcal A=\det(1+\kappa\,s_{2M-1}\cdots s_0)$. At $\lambda=0$ the product tends to $1$, so
\begin{equation}
\chi=\lim_{M\to\infty}\frac{\det\mathcal A(\lambda)}{\det\mathcal A(0)}.
\label{eq:ratioA}
\end{equation}

The gain is that $\mathcal A$ is linear in $h$, so it can be partitioned by region instead of by node. The lead blocks $\mathcal A_L$, $\mathcal A_R$ do not depend on $\lambda$ and are not coupled to each other. The Schur identity with $d=\mathcal A_L\oplus\mathcal A_R$ cancels them from the ratio and leaves the determinant of
\begin{equation}
\mathcal S=\mathcal A_c-\sum_\alpha\mathcal A_{c\alpha}\mathcal A_\alpha^{-1}\mathcal A_{\alpha c},
\label{eq:Schur}
\end{equation}
where by \eqref{eq:dressed} and \eqref{eq:Amat} the coupling blocks of the right lead are $(\mathcal A_{cR})_{j+1,j}=i\sigma_j\Delta\,v_{Rk}^*e^{-i\gamma_j}$ and $(\mathcal A_{Rc})_{j+1,j}=i\sigma_j\Delta\,v_{Rk}e^{i\gamma_j}$.

The inverse $\mathcal A_\alpha^{-1}$ is found level by level. For a level $\epsilon$ with $\kappa=f/(1-f)$, solve $\mathcal Ax=y$ with a unit source at node $j'\ge1$. Let $t_j$ be the physical time of node $j$. As $M\to\infty$ the product of step factors from node $i$ to node $j$ tends to $e^{-i\epsilon(t_j-t_i)}$ on either branch, so $x_j=e^{-i\epsilon t_j}x_0+\Theta(j\ge j')\,e^{-i\epsilon(t_j-t_{j'})}$. The first row, $x_0+\kappa x_{2M}=0$ with $t_{2M}=0$, gives $(1+\kappa)x_0=-\kappa e^{i\epsilon t_{j'}}$, that is $x_0=-fe^{i\epsilon t_{j'}}$. Therefore
\begin{equation}
(\mathcal A_\alpha^{-1})_{jj'}\to e^{-i\epsilon(t_j-t_{j'})}\left[\Theta(j\ge j')-f\right]=i\,g(j,j').
\label{eq:gfree}
\end{equation}
Here $g=-i\langle T_cc\,c^\dagger\rangle$ is the contour-ordered function of the isolated level: $g^>=-i(1-f)e^{-i\epsilon\tau}$ when the first argument is later on the contour, and $g^<=+ife^{-i\epsilon\tau}$ when it is earlier, with $\tau$ the difference of physical times.

Define the self-energy $\Sigma_\alpha=\sum_k|v_{\alpha k}|^2g_{\alpha k}$, which acts on site $\ell$ or $r$. The lead term in \eqref{eq:Schur}, between row $j+1$ and column $j'$, is $(i\sigma_j\Delta)(i\sigma_{j'}\Delta)\,e^{-i\gamma_j}\,i\Sigma_R\,e^{i\gamma_{j'}}=-i\sigma_j\sigma_{j'}\Delta^2e^{-i\gamma_j}\Sigma_Re^{i\gamma_{j'}}$. Row $j+1$ of $\mathcal A_c$ acting on $x$ is $x_{j+1}-x_j+i\sigma_j\Delta h_cx_j$. Physical time increases along the forward branch and decreases along the backward one, so $x_{j+1}-x_j\to\sigma_j\Delta\,\partial_tx$, and the row equals $-i\Delta\,\sigma_j(i\partial_t-h_c)x$. The common factor $-i\Delta$ cancels in the ratio, one factor $\Delta$ turns the sum over $j'$ into a time integral, and
\begin{equation}
\chi=\frac{\det\mathcal M_\lambda}{\det\mathcal M_0},\qquad
\mathcal M_\lambda^{\sigma\sigma'}=\sigma\,\delta_{\sigma\sigma'}(i\partial_t-h_c)-\sigma\sigma'\left[\Sigma_L^{\sigma\sigma'}+e^{-i\sigma\lambda/2}\,\Sigma_R^{\sigma\sigma'}e^{i\sigma'\lambda/2}\right].
\label{eq:M}
\end{equation}
The operator acts on pairs $(x_+,x_-)$ of functions on $[0,t]$ with the two conditions built into $\mathcal A_c$: $x_+(t)=x_-(t)$ at the shared turning node, and $x_+(0)=-\kappa_cx_-(0)$ from the first row.

The generating function of the transferred charge is now a ratio of determinants on the central region alone, with the leads contained in self-energies and the counting field in the phases of the right one. It remains to evaluate this ratio at long times and to obtain the current and noise from it.
